# Critical Radius and Nucleation Barrier of a Crystal in an Amorphous Solid: test program

```python
"""Critical nucleus of a crystal growing inside an amorphous solid.

Result under test: the work of forming a sphere of radius r,
    W(r) = 4 pi r^2 gamma - (4/3) pi r^3 dg,
has its maximum at r* = 2 gamma/dg, of height W* = 16 pi gamma^3/(3 dg^2),
while a change of shape at fixed volume raises W (a saddle point).

gamma : interface free energy per area (eV/nm^2)
dg    : free energy released per volume crystallized (eV/nm^3)
Lengths are in nm and energies in eV.
The example uses round values in the rough regime of amorphous silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

pi = np.pi


def peak(function, low, high):
    """Position and height of the maximum of function in (low, high)."""
    found = minimize_scalar(lambda x: -function(x), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-10})
    return found.x, -found.fun


def work(r, gamma, dg):
    return 4 * pi * r**2 * gamma - 4 * pi * r**3 * dg / 3


def critical_radius(gamma, dg):
    return 2 * gamma / dg


def barrier(gamma, dg):
    return 16 * pi * gamma**3 / (3 * dg**2)


# Numerical maximum against the formulas, for several parameter pairs
for g_test, d_test in [(1.5, 5.0), (0.7, 3.0), (2.2, 4.1)]:
    r_num, w_num = peak(lambda r: work(r, g_test, d_test), 0.01, 3.0)
    assert abs(r_num - critical_radius(g_test, d_test)) < 1e-6
    assert abs(w_num / barrier(g_test, d_test) - 1) < 1e-9

# Example parameters
gamma = 1.5
energy_per_atom = 0.1
atom_density = 50.0
celsius = 600.0
dg = atom_density * energy_per_atom
kT = const.k * (celsius + const.zero_Celsius) / const.e
r_star = critical_radius(gamma, dg)
w_star = barrier(gamma, dg)
n_star = atom_density * 4 * pi * r_star**3 / 3
surface_cost = 4 * pi * r_star**2 * gamma
volume_gain = 4 * pi * r_star**3 * dg / 3
assert abs(surface_cost / 3 / w_star - 1) < 1e-12

# Curvature at the top, scaled profile, and radius where W returns to zero
h = 1e-4
second = (work(r_star + h, gamma, dg) - 2 * work(r_star, gamma, dg)
          + work(r_star - h, gamma, dg)) / h**2
assert abs(second / (-8 * pi * gamma) - 1) < 1e-5
for x in (0.3, 0.8, 1.2, 1.7):
    assert abs(work(x * r_star, gamma, dg) / w_star
               - (3 * x**2 - 2 * x**3)) < 1e-12
r_zero = 1.5 * r_star
assert abs(work(r_zero, gamma, dg)) < 1e-12
width = np.sqrt(kT / (4 * pi * gamma))
mean_drop = w_star - 0.5 * (work(r_star + width, gamma, dg)
                            + work(r_star - width, gamma, dg))
assert abs(mean_drop / kT - 1) < 1e-9


# Shape: spheroid of fixed volume, area from the surface of revolution
def spheroid_area_ratio(s):
    c, a = np.exp(2 * s), np.exp(-s)
    area = quad(lambda t: 2 * pi * a * np.sin(t)
                * np.hypot(c * np.sin(t), a * np.cos(t)), 0, pi,
                epsabs=1e-12, epsrel=1e-12)[0]
    return area / (4 * pi)


for s in (-0.8, -0.3, -0.1, 0.1, 0.3, 0.8):
    assert spheroid_area_ratio(s) > 1
    # same area from the stretch of each surface element of the unit sphere
    mapped = quad(lambda u: 0.5 * np.sqrt(np.exp(-4 * s) * u**2
                  + np.exp(2 * s) * (1 - u**2)), -1, 1)[0]
    assert abs(mapped - spheroid_area_ratio(s)) < 1e-8
small = 0.01
even_part = 0.5 * (spheroid_area_ratio(small)
                   + spheroid_area_ratio(-small)) - 1
assert abs(even_part / (1.6 * small**2) - 1) < 1e-2
stretch = 0.1
w_stretched = surface_cost * spheroid_area_ratio(stretch) - volume_gain
w_smaller = work(0.9 * r_star, gamma, dg)
w_larger = work(1.1 * r_star, gamma, dg)
assert w_stretched > w_star > max(w_smaller, w_larger)


# Driving force per volume added: derivative of W with respect to volume
def driving_force(r):
    return dg - 2 * gamma / r


for r in (0.4, 1.2, 10.0):
    step = 1e-5 * r
    dW = work(r + step, gamma, dg) - work(r - step, gamma, dg)
    dV = 4 * pi / 3 * ((r + step)**3 - (r - step)**3)
    assert abs(-dW / dV - driving_force(r)) < 1e-6

# Curvature-dependent interface energy gamma (1 - 2 delta/r)
delta = 0.02


def curved_peak(d):
    return peak(lambda r: 4 * pi * gamma * (r**2 - 2 * d * r)
                - 4 * pi * r**3 * dg / 3, 0.5 * r_star, 2 * r_star)


slope = (curved_peak(1e-4)[1] - curved_peak(-1e-4)[1]) / 2e-4
assert abs(slope / (-8 * pi * gamma * r_star) - 1) < 1e-4
r_plus, w_plus = curved_peak(delta)
r_minus, w_minus = curved_peak(-delta)

# Misfit strain: formula against a radial finite-element minimization
bulk_GPa, shear_GPa, volume_misfit = 100.0, 50.0, 0.02
misfit = volume_misfit / 3


def strain_density(K, mu, e):
    return 18 * K * mu * e**2 / (3 * K + 4 * mu)


def strain_density_elements(K, mu, e):
    """Elastic energy per inclusion volume, inclusion radius 1."""
    nodes = np.concatenate([np.linspace(0, 1, 11),
                            np.geomspace(1, 40, 401)[1:]])
    count = len(nodes) - 1
    rows = np.zeros((2 * count, count + 1))
    target = np.zeros(2 * count)
    for i in range(count):
        left, right = nodes[i], nodes[i + 1]
        volume = 4 * pi * (right**3 - left**3) / 3
        radial = np.array([-1, 1]) / (right - left)
        hoop = np.array([1, 1]) / (left + right)
        dilation = np.sqrt(volume * K / 2)
        shear = np.sqrt(volume * 2 * mu / 3)
        rows[2 * i, i:i + 2] = dilation * (radial + 2 * hoop)
        rows[2 * i + 1, i:i + 2] = shear * (radial - hoop)
        if right < 1 + 1e-9:
            target[2 * i] = dilation * 3 * e
    rows = rows[:, 1:]  # the centre does not move
    shift = np.linalg.lstsq(rows, target, rcond=None)[0]
    return np.sum((rows @ shift - target)**2) / (4 * pi / 3)


for K, mu in [(bulk_GPa, shear_GPa), (60.0, 80.0)]:
    ratio = (strain_density_elements(K, mu, misfit)
             / strain_density(K, mu, misfit))
    assert abs(ratio - 1) < 2e-3  # mesh and finite outer radius
GPa_to_eV_nm3 = 1e9 * 1e-27 / const.e
strain = strain_density(bulk_GPa, shear_GPa, misfit) * GPa_to_eV_nm3
w_strained = peak(lambda r: work(r, gamma, dg)
                  + 4 * pi * r**3 * strain / 3, 0.1, 2.0)[1]
assert abs(w_strained / barrier(gamma, dg - strain) - 1) < 1e-9


# Neutral wall: only the curved face of a spherical cap costs energy
def cap_radius(angle, volume):
    c = np.cos(angle)
    return (3 * volume / (pi * (2 + c) * (1 - c)**2))**(1 / 3)


def cap_area(angle, volume):
    return 2 * pi * cap_radius(angle, volume)**2 * (1 - np.cos(angle))


best_angle = peak(lambda a: -cap_area(a, 1.0), 0.2, 3.0)[0]
assert abs(best_angle - pi / 2) < 1e-5
v_wall, w_wall = peak(lambda v: gamma * cap_area(best_angle, v) - dg * v,
                      0.01, 3.0)
assert abs(w_wall / w_star - 0.5) < 1e-8
assert abs(cap_radius(best_angle, v_wall) - r_star) < 1e-5

# Cube with the same interface energy on every face
edge_cube, w_cube = peak(lambda a: 6 * a**2 * gamma - a**3 * dg, 0.1, 4.0)
assert abs(w_cube / w_star - 6 / pi) < 1e-8

# Whole numbers of atoms
atoms = np.arange(1, 400)
radii = (3 * atoms / (4 * pi * atom_density))**(1 / 3)
w_atoms = work(radii, gamma, dg)
n_best = atoms[np.argmax(w_atoms)]
assert abs(n_best - n_star) <= 1
discrete_shift = w_star - w_atoms.max()
assert 0 <= discrete_shift < 0.01 * kT

# Sensitivity to the interface energy
w_high = peak(lambda r: work(r, 1.1 * gamma, dg), 0.1, 2.0)[1]
assert abs(w_high / w_star - 1.1**3) < 1e-9

print(f"interface energy gamma: {gamma:.2f} eV/nm^2")
print(f"free energy released per atom: {energy_per_atom:.2f} eV")
print(f"atomic density: {atom_density:.0f} per nm^3")
print(f"free energy released per volume dg: {dg:.2f} eV/nm^3")
print(f"anneal temperature: {celsius:.0f} C")
print(f"thermal energy kT: {kT:.4f} eV")
print(f"critical radius r*: {r_star:.3f} nm")
print(f"interface cost at r*: {surface_cost:.3f} eV")
print(f"volume gain at r*: {volume_gain:.3f} eV")
print(f"barrier W*: {w_star:.3f} eV")
print(f"barrier W* converted: {w_star * const.e:.3e} J")
print(f"atoms in critical nucleus: {n_star:.1f}")
print(f"W*/kT: {w_star / kT:.2f}")
print(f"Boltzmann factor exp(-W*/kT): {np.exp(-w_star / kT):.2e}")
print(f"radius where W returns to zero: {r_zero:.3f} nm")
print(f"distance from r* for a drop of kT: {width:.3f} nm")
print(f"W at 0.9 r*: {w_smaller:.3f} eV")
print(f"W at 1.1 r*: {w_larger:.3f} eV")
print(f"W at r* volume, spheroid s = {stretch}: {w_stretched:.3f} eV")
for r in (0.4, 0.6, 1.2, 10.0):
    force = driving_force(r) + 0.0
    if abs(force) < 1e-12:
        force = 0.0
    print(f"driving force at r = {r:.1f} nm: {force:.2f} eV/nm^3")
print(f"trial curvature length delta: {delta:.2f} nm")
print(f"first-order barrier shift: {-8*pi*gamma*delta*r_star:.3f} eV")
print(f"critical radius, delta positive: {r_plus:.3f} nm")
print(f"barrier, delta positive: {w_plus:.3f} eV")
print(f"critical radius, delta negative: {r_minus:.3f} nm")
print(f"barrier, delta negative: {w_minus:.3f} eV")
print(f"bulk modulus K: {bulk_GPa:.0f} GPa")
print(f"shear modulus mu: {shear_GPa:.0f} GPa")
print(f"volume misfit: {100 * volume_misfit:.1f} percent")
print(f"linear misfit e: {misfit:.5f}")
print(f"strain energy density: {strain:.4f} eV/nm^3")
print(f"barrier with strain: {w_strained:.3f} eV")
print(f"best cap angle on neutral wall: {np.degrees(best_angle):.2f} deg")
print(f"barrier on neutral wall: {w_wall:.3f} eV")
print(f"Boltzmann factor on neutral wall: {np.exp(-w_wall / kT):.2e}")
print(f"critical cube edge: {edge_cube:.3f} nm")
print(f"barrier for cube: {w_cube:.3f} eV")
print(f"whole-atom critical size: {n_best} atoms")
print(f"barrier lowering by whole atoms: {discrete_shift:.1e} eV")
print(f"barrier with gamma 10 percent higher: {w_high:.3f} eV")
print(f"Boltzmann factor ratio for that: {np.exp((w_star-w_high)/kT):.2e}")
print("no test failed")
```

Running it gives:

```
interface energy gamma: 1.50 eV/nm^2
free energy released per atom: 0.10 eV
atomic density: 50 per nm^3
free energy released per volume dg: 5.00 eV/nm^3
anneal temperature: 600 C
thermal energy kT: 0.0752 eV
critical radius r*: 0.600 nm
interface cost at r*: 6.786 eV
volume gain at r*: 4.524 eV
barrier W*: 2.262 eV
barrier W* converted: 3.624e-19 J
atoms in critical nucleus: 45.2
W*/kT: 30.06
Boltzmann factor exp(-W*/kT): 8.79e-14
radius where W returns to zero: 0.900 nm
distance from r* for a drop of kT: 0.063 nm
W at 0.9 r*: 2.199 eV
W at 1.1 r*: 2.190 eV
W at r* volume, spheroid s = 0.1: 2.366 eV
driving force at r = 0.4 nm: -2.50 eV/nm^3
driving force at r = 0.6 nm: 0.00 eV/nm^3
driving force at r = 1.2 nm: 2.50 eV/nm^3
driving force at r = 10.0 nm: 4.70 eV/nm^3
trial curvature length delta: 0.02 nm
first-order barrier shift: -0.452 eV
critical radius, delta positive: 0.579 nm
barrier, delta positive: 1.817 eV
critical radius, delta negative: 0.619 nm
barrier, delta negative: 2.722 eV
bulk modulus K: 100 GPa
shear modulus mu: 50 GPa
volume misfit: 2.0 percent
linear misfit e: 0.00667
strain energy density: 0.0499 eV/nm^3
barrier with strain: 2.308 eV
best cap angle on neutral wall: 90.00 deg
barrier on neutral wall: 1.131 eV
Boltzmann factor on neutral wall: 2.97e-07
critical cube edge: 1.200 nm
barrier for cube: 4.320 eV
whole-atom critical size: 45 atoms
barrier lowering by whole atoms: 2.1e-05 eV
barrier with gamma 10 percent higher: 3.011 eV
Boltzmann factor ratio for that: 4.77e-05
no test failed
```
